# Why Hund Coupling Exponentially Suppresses the Kondo Scale

**Question.** A magnetic atom has $n$ singly occupied orbitals, and each orbital spin is coupled antiferromagnetically to its own band of conduction electrons. Hund coupling aligns the orbital spins into one large spin $S=n/2$. Why does this alignment lower the temperature at which the conduction electrons screen the atom, and when is the logarithm of that temperature linear in $S$?

**Answer.**

## The model and the mechanism

Let $\mathbf S_m$ be the spin-1/2 in orbital $m$, and let $\psi_m$ be the two-component field of conduction channel $m$ at the atom. The local conduction spin is $\mathbf s_m=\tfrac12\psi_m^\dagger\boldsymbol\sigma\psi_m$. The Hamiltonian is

$$
H=H_{\rm band}+J\sum_{m=1}^{n}\mathbf S_m\cdot\mathbf s_m-J_H\mathbf S^2,
\qquad \mathbf S=\sum_{m=1}^{n}\mathbf S_m ,
$$

with $J>0$ and $J_H>0$. Every band is flat between $-D$ and $D$, with density of states $\rho=1/(2D)$ per spin and channel. Temperatures are measured as energies, so $k_B=1$ in the formulas. Charge and orbital fluctuations of the atom are left out, and $J$ is held fixed when $S$ changes. In a real atom $J$ depends on charge excitation energies, which may themselves change with $S$.

The Hund term is lowest for the largest total spin, $S=n/2$. This multiplet contains the state with all spins up. Its other states follow by applying the total lowering operator, which treats all orbitals alike. Every state of the multiplet is therefore symmetric under exchange of two orbital spins.

Let $P$ project onto this multiplet. Exchanging orbitals $m$ and $m'$ turns $\mathbf S_m$ into $\mathbf S_{m'}$ but leaves the states unchanged, so $P\mathbf S_mP=P\mathbf S_{m'}P$. The $n$ equal operators add up to the total spin, which gives

$$
P\mathbf S_mP=\frac{\mathbf S}{n}=\frac{\mathbf S}{2S},
\qquad
J_{\rm eff}=\frac{J}{2S}.
$$

On the right of the first equation, $\mathbf S$ acts within the multiplet. The projected exchange is $J_{\rm eff}\,\mathbf S\cdot\sum_m\mathbf s_m$. Each channel couples to the whole large spin, but with a strength reduced by $2S$.

The product $J_{\rm eff}S=J/2$ has not changed, so the exchange field of a fully polarized atom on each channel is as large as before. What has been weakened is the quantum process that makes the coupling grow at low energy. That process comes from the failure of spin components to commute, as the next calculation shows.

## How fast a locked spin becomes more strongly coupled

The Kondo coupling is followed by removing conduction states far from the Fermi energy and keeping their second-order effect on the states that remain. Consider one channel and a locked spin $S$, with exchange $J_{\rm eff}$. Take a low-energy orbital $c_0$ at energy zero, an empty level $c_p$ at $+\varepsilon$, and a filled level $c_h$ at $-\varepsilon$. Each enters the local field with unit weight, $\psi=c_0+c_p+c_h$; the density of levels is restored later.

In the particle process, an electron jumps from $c_0$ to $c_p$ and back. The intermediate energy is $\varepsilon$, and second-order perturbation theory carries a minus sign:

$$
H_p=-\frac{J_{\rm eff}^2}{4\varepsilon}\sum_{ab}S^aS^b\,
c_0^\dagger\sigma^a\sigma^b c_0 .
$$

In the hole process, an electron first jumps from $c_h$ to $c_0$, and then an electron returns from $c_0$ to $c_h$. The operators of the low orbital now appear in the order $c_{0\beta}c_{0\gamma}^\dagger=\delta_{\beta\gamma}-c_{0\gamma}^\dagger c_{0\beta}$. This reverses the order of the Pauli matrices and changes the sign of the operator part:

$$
H_h=-\frac{J_{\rm eff}^2}{4\varepsilon}\sum_{ab}S^aS^b
\left[{\rm tr}(\sigma^b\sigma^a)-c_0^\dagger\sigma^b\sigma^a c_0\right].
$$

The trace gives a constant, because ${\rm tr}(\sigma^b\sigma^a)=2\delta_{ab}$ and $\sum_aS^aS^a=S(S+1)$. A jump from $c_h$ directly to $c_p$ and back gives another constant. The operator parts of the two processes combine into a commutator:

$$
H_p+H_h=\text{constant}-\frac{J_{\rm eff}^2}{4\varepsilon}
\sum_{ab}S^aS^b\,c_0^\dagger[\sigma^a,\sigma^b]c_0 .
$$

Now use $[\sigma^a,\sigma^b]=2i\sum_c\epsilon_{abc}\sigma^c$ and $\sum_{ab}\epsilon_{abc}S^aS^b=iS^c$. The double sum becomes

$$
2i\cdot i\,\mathbf S\cdot c_0^\dagger\boldsymbol\sigma c_0
=-2\,\mathbf S\cdot c_0^\dagger\boldsymbol\sigma c_0
=-4\,\mathbf S\cdot\mathbf s_0,
$$

where $\mathbf s_0=\tfrac12c_0^\dagger\boldsymbol\sigma c_0$. The two minus signs cancel, and the generated exchange is

$$
\delta J_{\rm eff}=\frac{J_{\rm eff}^2}{\varepsilon}.
$$

This result holds for every $S$: the commutator returns one spin operator with no extra factor of $S$. Nothing at this order compensates the reduction of $J_{\rm eff}$. Other channels do not enter either, since an electron excited in one channel cannot be returned by the exchange of another.

A shell of width $d\varepsilon$ contains $\rho\,d\varepsilon$ particle levels and equally many hole levels. Hence $d(\rho J_{\rm eff})=(\rho J_{\rm eff})^2d\varepsilon/\varepsilon$ as the shell is removed. A coupling that starts $2S$ times smaller has an inverse that starts $2S$ times larger. Since the inverse falls by one for each unit of $\ln(1/\varepsilon)$, the logarithmic distance to strong coupling is multiplied by $2S$. The Kondo scale is the exponential of minus this distance, so a modest reduction of the exchange has an exponential effect.

## What happens above the Hund energy

Projection is justified at energies below the cost of breaking the large spin. Acting on the symmetric multiplet, $\mathbf S_m$ leaves the other $n-1$ spins in their state of spin $(n-1)/2$. Combining this with the spin-1/2 of orbital $m$ gives total spin $S$ or, for $n\geq2$, $S-1$. The energy difference is the Hund gap

$$
\Delta=J_H[S(S+1)-(S-1)S]=2J_HS .
$$

The shell calculation must therefore be repeated with both intermediate multiplets. The atom starts and ends in the spin-$S$ multiplet, while channel $m$ couples through $J\mathbf S_m$. The commutator of Pauli matrices again selects the antisymmetric part of the product of two atomic spin operators. Its full value is

$$
\sum_{ab}\epsilon_{abc}PS_m^aS_m^bP
=iPS_m^cP=\frac{i}{n}S^c .
$$

The part that passes through the spin-$S$ multiplet has a projector between the operators:

$$
\sum_{ab}\epsilon_{abc}PS_m^aPS_m^bP
=\frac1{n^2}\sum_{ab}\epsilon_{abc}S^aS^b
=\frac{i}{n^2}S^c .
$$

The remainder, with weight $1/n-1/n^2$, passes through spin $S-1$. Its energy denominator is $\varepsilon+\Delta$ instead of $\varepsilon$. Compared with the earlier calculation, where the weight was one, the generated exchange is now

$$
\delta J_{\rm eff}=J^2\left[
\frac{1}{n^2\varepsilon}
+\left(\frac1n-\frac1{n^2}\right)\frac1{\varepsilon+\Delta}
\right].
$$

For $\varepsilon\gg\Delta$ this becomes $J^2/(n\varepsilon)$: each orbital spin renormalizes as if it were free, and the result is then projected. For $\varepsilon\ll\Delta/n$ the first term dominates and equals $(J/n)^2/\varepsilon$, the result for a locked spin.

There are also virtual excitations to spin $S-1$ without any high-energy conduction electron. They produce terms of order $J^2/\Delta$ that contain a product of two local conduction spins, from the same channel or from different ones. Some of these terms also involve the atomic spin. At energy $\omega$ a local conduction spin has typical size $\rho\omega$, so these terms are of order $(\rho J)^2\omega^2/\Delta$. The Kondo exchange is of order $\rho J\omega$. Their estimated ratio, $\rho J\omega/\Delta$, applies for $\omega$ below $\Delta$. It is of order $\rho J$ at the gap and decreases below it. With the running exchange in place of $J$ it stays small until $\omega$ comes close to the Kondo scale, where the weak-coupling treatment ends in any case. These terms are omitted.

## From the flow to the Kondo scale

Define $g=\rho J$ and a running coupling $j=n\rho J_{\rm eff}$, which starts at $j=g$. Let $l=\ln(D/\varepsilon)$ increase as states are removed, so a shell has width $d\varepsilon=\varepsilon\,dl$. Multiplying the generated exchange by $n\rho$ and by the number of levels $\rho\,d\varepsilon$, and replacing $\rho J$ by its running value $j$, gives

$$
\frac{dj}{dl}=j^2\left[
\frac1n+\left(1-\frac1n\right)\frac{\varepsilon}{\varepsilon+\Delta}
\right].
$$

The replacement uses one running coupling for transitions within spin $S$ and for transitions to spin $S-1$. This is an approximation at leading logarithmic order. Well above $\Delta$ the bracket is one; for $\varepsilon\ll\Delta/n$ it is $1/n$.

Divide by $j^2$ and integrate from $D$ down to an energy $\omega$. The left side gives $1/g-1/j(\omega)$. The second term on the right needs

$$
\int_\omega^D\frac{d\varepsilon}{\varepsilon}
\frac{\varepsilon}{\varepsilon+\Delta}
=\ln\frac{D+\Delta}{\omega+\Delta}.
$$

The Kondo scale $T_*$ is defined here as the energy at which the one-loop coupling diverges, $1/j(T_*)=0$. It obeys

$$
\frac1g=\frac1n\ln\frac{D}{T_*}
+\left(1-\frac1n\right)\ln\frac{D+\Delta}{T_*+\Delta}.
$$

For one orbital, $n=1$, this gives $T_1=De^{-1/g}$. For several orbitals with $T_*\ll\Delta$, replace $T_*+\Delta$ by $\Delta$ and multiply by $n$:

$$
\ln\frac{D}{T_*}=\frac ng-(n-1)\ln\frac{D+\Delta}{\Delta}.
$$

Insert $1/g=\ln D-\ln T_1$ and solve for $\ln T_*$:

$$
\begin{aligned}
\ln T_*&=\ln D-n\ln D+n\ln T_1+(n-1)\ln\frac{D+\Delta}{\Delta}\\
&=n\ln T_1-(n-1)\ln\Lambda,
\qquad \Lambda=\frac{\Delta D}{D+\Delta}.
\end{aligned}
$$

With $n=2S$ this is

$$
\boxed{\;T_*=\Lambda\left(\frac{T_1}{\Lambda}\right)^{2S},
\qquad
\ln T_*=\ln\Lambda-2S\ln\frac{\Lambda}{T_1}\;}
$$

The energy $\Lambda$ is an effective locking energy: a sharp switch of the bracket from one to $1/n$ at $\varepsilon=\Lambda$ gives the same $T_*$. It approaches $\Delta$ when the gap is much smaller than the bandwidth.

## When the logarithm is linear in spin

At fixed $J$, $D$ and $\Lambda$, the slope is $d\ln T_*/dS=-2\ln(\Lambda/T_1)$. This slope comes from the boxed formula, which assumes $T_*\ll\Delta$. Since $T_*/\Lambda=(T_1/\Lambda)^{2S}$ and $\Lambda<\Delta$, the assumption holds when the spins lock well before they would have been screened separately, $\Lambda\gg T_1$, and the slope is then negative. For $\Lambda<T_1$ the boxed formula does not apply. It would give $T_*>T_1$, whereas the equation before the approximation always gives $T_*\le T_1$, because $(D+\Delta)/(T_*+\Delta)\le D/T_*$. Fixed $\Lambda$ means a fixed Hund gap, and hence $J_H\propto1/S$. If $J_H$ is fixed instead, the gap $2J_HS$ grows with the spin, locking starts at a higher energy, and the curve bends downward.

Two limits show the role of the gap. The boxed formula can be written as $T_*=De^{-n/g}(1+D/\Delta)^{n-1}$. If $\Delta\gg nD$, the last factor tends to one and the spins are locked throughout the band. Then $\Lambda\to D$ and

$$
T_*\to D\exp\left(-\frac{2S}{\rho J}\right),
$$

which is the result of projecting from the start. The condition $\Delta\gg D$ alone is not enough for many orbitals: at $\Delta=10D$ and $n=5$ the factor is $1.1^4=1.46$. At fixed $J_H$, where $\Delta=nJ_H$, it tends to $e^{D/J_H}$ for large $n$, and the slope then approaches $-2/(\rho J)$. If instead $\Delta\to0$, the equation for $T_*$ before the approximation $T_*\ll\Delta$ gives $1/g=\ln(D/T_*)$, so $T_*=T_1$. A large number of orbitals is therefore not enough to suppress the scale; the locking is needed.

The slope is a leading result for small coupling. Suppose the next term changes the locked flow to $dj/dl=(j^2/n)(1+aj)$, with $a$ independent of $n$. The logarithmic distance from the locking energy to a fixed coupling $j$ of order one is then $n\int dj/[j^2(1+aj)]$, so the correction is also multiplied by $n$. The endpoint must be finite and, for negative $a$, lie below $j=-1/a$, where this flow stops. Such a term would leave a linear dependence on $S$ but change its slope, which amounts to a prefactor of $T_*$ that depends exponentially on $S$. The temperatures below are accordingly one-loop scales and not precise predictions.

## Numbers

Take the round model parameters $D=5$ eV and $J=2$ eV. Then $\rho=0.1\ {\rm eV}^{-1}$ and $g=0.1\times2=0.2$. The scale for one orbital is

$$
T_1=5e^{-5}\ {\rm eV}=0.0337\ {\rm eV},
$$

or 391 K. For a fixed Hund gap $\Delta=1$ eV, the locking energy is $\Lambda=1\times5/(1+5)=0.833$ eV. For two orbitals, $S=1$, the formula gives

$$
T_*=0.833\left(\frac{0.0337}{0.833}\right)^2{\rm eV}
=1.36\times10^{-3}\ {\rm eV},
$$

or 15.8 K. The exchange in each channel has fallen only from 2 eV to 1 eV, while the Kondo scale has fallen by a factor of about 25.

The table gives the scales found by solving the one-loop flow numerically, first at fixed gap $\Delta=1$ eV and then at fixed $J_H=0.5$ eV. The two cases share the same gap at $S=1$.

| $S$ | $J_{\rm eff}$ (eV) | $T_*$, fixed $\Delta$ (K) | $T_*$, fixed $J_H$ (K) |
|---|---|---|---|
| 1/2 | 2.00 | 391 | 391 |
| 1 | 1.00 | 15.8 | 15.8 |
| 3/2 | 0.67 | 0.64 | 0.33 |
| 2 | 0.50 | 0.026 | 0.0051 |
| 5/2 | 0.40 | 0.0010 | 0.000065 |

At fixed gap, each added orbital changes $\ln T_*$ by about $-3.21$, in agreement with $-\ln(\Lambda/T_1)=-3.208$. Since an added orbital raises $S$ by one half, the slope is $-6.42$ per unit of spin. At fixed $J_H$ the successive changes are $-3.21$, $-3.86$, $-4.17$ and $-4.36$. Their growing size is the downward bend caused by the rising locking energy.

If the spins were locked from the band edge, the scale for $S=1$ would be $5e^{-10}$ eV, or 2.63 K. The finite gap gives 15.8 K because the coupling first grows at the faster, unlocked rate between $D$ and $\Lambda$. For two orbitals the boxed formula makes $T_*$ proportional to $1/\Lambda$, so at one-loop order the ratio of the two scales is $D/\Lambda=6$. The flow fixes $\Lambda$ only to logarithmic accuracy. A factor $c$ of order one in $\Lambda$ changes $T_*$ by $c^{-(2S-1)}$, so this ratio gives the order of magnitude only.

The opposite limit can also be seen in numbers. For $S=3/2$ and a gap of only $0.1T_1$, the flow gives $T_*=0.93T_1$, almost no suppression.

The numerical check obtains the shell strengths from explicit spin and fermion matrices and integrates them to find $T_*$. It confirms the shell strengths and the closed-form solution of the flow. It uses the same single running coupling as the derivation, so it tests neither that approximation nor the higher-order corrections that the flow leaves out.

## Numbers as computed

```
D = 5.000 eV; J = 2.000 eV
rho = 0.100 per eV; g = rho J = 0.200 (no unit)
fixed gap = 1.000 eV; fixed J_H = 0.500 eV
T_one = 0.033690 eV = 390.95 K
locking energy L at fixed gap = 0.833333 eV
ln(L/T_one) = 3.20824 (no unit)
slope d ln T_star/dS = -6.41648 (no unit)
S, projection factor, J_eff in eV, locked one-loop factor:
  0.5  1.00000  2.00000  1.000000
  1.0  0.50000  1.00000  1.000000
  1.5  0.33333  0.66667  1.000000
  2.0  0.25000  0.50000  1.000000
  2.5  0.20000  0.40000  1.000000
Fixed gap: S, J_H in eV, numerical T_star in eV, in K:
  0.5  1.0000  3.36897e-02  3.90953e+02
  1.0  0.5000  1.36015e-03  1.57839e+01
  1.5  0.3333  5.50564e-05  6.38902e-01
  2.0  0.2500  2.22603e-06  2.58320e-02
  2.5  0.2000  8.99938e-08  1.04434e-03
Fixed gap: S, closed-formula T_star in eV, in K:
  0.5  3.36897e-02  3.90953e+02
  1.0  1.36200e-03  1.58053e+01
  1.5  5.50624e-05  6.38973e-01
  2.0  2.22605e-06  2.58322e-02
  2.5  8.99939e-08  1.04434e-03
Fixed J_H: S, gap in eV (unused at S=0.5), T_star in eV, in K:
  0.5  0.500  3.36897e-02  3.90953e+02
  1.0  1.000  1.36015e-03  1.57839e+01
  1.5  1.500  2.87197e-05  3.33279e-01
  2.0  2.000  4.41860e-07  5.12757e-03
  2.5  2.500  5.62462e-09  6.52710e-05
Projection at band edge: S, T_star in eV, in K:
  0.5  3.36897e-02  3.90953e+02
  1.0  2.27000e-04  2.63422e+00
  1.5  1.52951e-06  1.77492e-02
  2.0  1.03058e-08  1.19593e-04
  2.5  6.94397e-11  8.05814e-07
Steps of ln T_star per half unit of S (no unit):
  fixed gap: -3.20960 -3.20699 -3.20814 -3.20823
  fixed J_H: -3.20960 -3.85776 -4.17435 -4.36384
S=1.5, J_H=0: T_star/T_one = 1.000000 (no unit)
S=1.5, gap=0.1 T_one: T_star/T_one = 0.93492 (no unit)
Cluster error/J: S, at J_H=100 J, at J_H=200 J (no unit):
  1.0  3.731274e-03  1.870315e-03
  1.5  3.333296e-03  1.666662e-03
```
